# Angular overlap energy of the b1g orbital in planar bis-chelates, part 2

Which d orbital should hold the single electron in a planar metal bis-chelate with nine d electrons? If electron repulsion is taken as equal for all configurations, it is the highest one. We need its dependence on the bite angle $\beta$, the angle donor–metal–donor within one ring.

The metal is at the origin, and four equal donors $L$ lie in the $xy$ plane at azimuths

$$
\varphi_1=\tfrac{\beta}{2},\quad \varphi_2=-\tfrac{\beta}{2},\quad
\varphi_3=\pi+\tfrac{\beta}{2},\quad \varphi_4=\pi-\tfrac{\beta}{2}.
$$

Donors 1 and 2 share one ring, 3 and 4 the other. The unit vector $\mathbf n=(n_x,n_y,n_z)$ points from the metal to a donor, and $\mathbf r$ is the position. With $N(r)$ the common radial prefactor,

$$
d_{xy}=N\sqrt3\,xy,\qquad
d_{x^2-y^2}=N\tfrac{\sqrt3}{2}(x^2-y^2),
$$

and $d_{xz}=N\sqrt3\,xz$, $d_{yz}=N\sqrt3\,yz$. Here $d_{xy}$ is $b_{1g}$, while $d_{z^2}$ and $d_{x^2-y^2}$ are $a_g$.

Each donor has a lone pair $\chi_L$ of energy $E_L$, below the d level $E_d$. For a d orbital pointing at the donor, $h$ is the matrix element of the Hamiltonian $H$ with the lone pair, $S$ the overlap and $g_\sigma=h-E_dS$ the coupling. Its second-order rise is $e_\sigma=g_\sigma^2/(E_d-E_L)$. With $F_i(L)$ the component along $d_i$ of the d orbital directed at donor $L$, the matrix of shifts is

$$
V_{ij}=e_\sigma\sum_LF_i(L)F_j(L).
$$

The donor factors of $d_{xy}$ are $\tfrac{\sqrt3}{2}\sin\beta\,(+,-,+,-)$. Relative to the d level without sigma bonding,

$$
E(b_{1g})=3e_\sigma\sin^2\beta,\qquad
E(a_g,\text{upper})=e_\sigma(1+3\cos^2\beta).
$$

The raised $a_g$ mixture is proportional to $-d_{z^2}+\sqrt3\cos\beta\,d_{x^2-y^2}$. The other $a_g$ level, $xz$ and $yz$ stay at zero. The simple criterion puts $b_{1g}$ highest for $54.74^\circ<\beta<125.26^\circ$.

The example has $\beta=70^\circ$ and $e_\sigma=0.75$ eV, hence $E(b_{1g})=1.987$ eV, with the upper $a_g$ level $0.974$ eV below. Each neglected effect is now evaluated for these numbers with the others switched off, unless stated otherwise. The shifts are estimates of size and need not add.

### Pi bonding

Suppose each donor also has filled pi orbitals, below the d level and independent of one another. Let $e_\pi$ be the rise that one such orbital causes in a d orbital of matching shape. For the in-plane pi orbital the matching d orbital is $N\sqrt3(\mathbf n\cdot\mathbf r)(\mathbf t\cdot\mathbf r)$, with $\mathbf t=(-\sin\varphi,\cos\varphi,0)$. Multiplying out,

$$
(x\cos\varphi+y\sin\varphi)(-x\sin\varphi+y\cos\varphi)
=\cos2\varphi\,xy-\tfrac12\sin2\varphi\,(x^2-y^2).
$$

With the prefactor $N\sqrt3$, the matching orbital is $\cos2\varphi\,d_{xy}-\sin2\varphi\,d_{x^2-y^2}$. Summing squares over the donors gives the shifts

$$
\Delta E(b_{1g})=4e_\pi\cos^2\beta,\qquad
\Delta V_{x^2-y^2,x^2-y^2}=4e_\pi\sin^2\beta .
$$

The cross term between the two orbitals vanishes, since $\sin2\varphi$ alternates in sign while $\cos2\varphi$ does not.

For the out-of-plane pi orbital the matching orbital is

$$
N\sqrt3(\mathbf n\cdot\mathbf r)z=\cos\varphi\,d_{xz}+\sin\varphi\,d_{yz},
$$

so $xz$ rises by $4e_\pi\cos^2(\beta/2)$ and $yz$ by $4e_\pi\sin^2(\beta/2)$.

With $e_\pi=0.10$ eV for both kinds, $b_{1g}$ rises by $0.047$ eV, $xz$ by $0.268$ eV and $yz$ by $0.132$ eV. The energy of $b_{1g}$ itself hardly changes, but its distance from $xz$ falls from $1.987$ to $1.987+0.047-0.268\approx1.77$ eV. Anyone who extracts $e_\sigma$ from the spacing to $xz$ or $yz$ must therefore account for pi bonding. In a conjugated chelate ring the out-of-plane donor orbitals are coupled to one another, and the assumption of independent orbitals fails.

The crossing angle is insensitive to $e_\pi$ at first order. At $\cos^2\beta=\tfrac13$ the upper $a_g$ orbital is $(-d_{z^2}\pm d_{x^2-y^2})/\sqrt2$, the sign being that of $\cos\beta$. It contains $x^2-y^2$ with weight one half and rises by $\tfrac12\cdot4e_\pi\cdot\tfrac23=\tfrac43e_\pi$. The $b_{1g}$ level rises by $4e_\pi\cdot\tfrac13$, the same amount.

### Finite coupling

The second-order formula requires the rise to be small compared with the donor gap $D=E_d-E_L$. To see what happens otherwise, take orthogonal orbitals, put the d level at zero and the donors at $-D$. The one donor combination that couples to $d_{xy}$ is

$$
\Lambda=\tfrac12(\chi_1-\chi_2+\chi_3-\chi_4),
$$

and the coupling is

$$
\langle d_{xy}|H|\Lambda\rangle
=\tfrac12\cdot4\cdot\tfrac{\sqrt3}{2}\sin\beta\,g_\sigma=\sqrt3\sin\beta\,g_\sigma .
$$

Its square is $3\sin^2\beta\,e_\sigma D$, because $g_\sigma^2=e_\sigma D$. The two-level equation $E(E+D)=3e_\sigma D\sin^2\beta$ has the upper solution

$$
E=\frac D2\left[\sqrt{1+\frac{12e_\sigma\sin^2\beta}{D}}-1\right].
$$

Expanding the root to first order in $e_\sigma/D$ returns $3e_\sigma\sin^2\beta$. In the opposite limit of large $e_\sigma/D$, at fixed nonzero $\sin\beta$, the leading term of the energy is $\sqrt{3e_\sigma D}\,\sin\beta$, followed by the constant $-D/2$. The leading term depends on the angle more weakly than $\sin^2\beta$ does.

With $D=6.0$ eV the term added to 1 is $12\times0.75\times0.8830/6.0=1.325$, and

$$
E=3.0\,(\sqrt{2.325}-1)\ {\rm eV}=1.574\ {\rm eV}.
$$

This is $0.413$ eV below the second-order value, or 21% of it. In an orthogonal basis the same coupling thus gives a much smaller splitting. Overlap counteracts this reduction, because for $S>0$ and $h<0$ the magnitude of $h-ES$ grows as the level rises. With the d level still at zero, the equation becomes $E(E+D)=3\sin^2\beta\,(\sqrt{e_\sigma D}+SE)^2$. For a head-on overlap $S=0.10$ and the same $e_\sigma$ and $D$, the level lies at $1.80$ eV, so part of the reduction is offset. At $S\approx0.16$ all of it would be.

The reduction does not spoil the angular law to the same degree. In practice $e_\sigma$ is fitted to a splitting, and the fit absorbs most of the reduction. What remains is the change in the ratio between angles. From $90^\circ$ to $70^\circ$ the second-order energy falls to $0.883$ of its value, the finite-coupling energy to $0.903$. If $e_\sigma$ is fitted to the finite-coupling level of the square, the simple law at $70^\circ$ is therefore low by about 2% in the orthogonal model. The number $e_\sigma$ should be read as a fitted quantity of the complex. It should not be computed from bare couplings by the second-order formula when $12e_\sigma/D$ is of order one.

### Coupling between bite partners

A small bite brings two donors close together. Let $w$ be their direct coupling within each ring, again for orthogonal orbitals. In $\Lambda$ the partners have opposite signs, so

$$
\langle\Lambda|H|\Lambda\rangle=-D+2\cdot\left(2\cdot\tfrac14\right)(-w)=-D-w .
$$

The factors are two rings, two equal cross terms in each, and a product of coefficients of magnitude $\tfrac14$. For $w<0$, the sign that makes the in-phase pair the lower one, $\Lambda$ moves up towards the d level and pushes it harder. The gap becomes $D'=D+w$ while $g_\sigma^2=e_\sigma D$ is held fixed:

$$
E=\tfrac12\left[\sqrt{D'^2+12e_\sigma D\sin^2\beta}-D'\right].
$$

With $w=-0.30$ eV the gap is $5.7$ eV, and $b_{1g}$ rises by $0.053$ eV from its finite-coupling value of $1.574$ eV. The donor combination that couples to $a_g$ has all signs equal and energy $-D+w$. It moves away from the d level, so the upper $a_g$ orbital is pushed less. For $w<0$ both changes favour $b_{1g}$ as the highest level.

### The metal s orbital

The valence s orbital of the metal couples equally to all four donors, with strength $g_s$. Its coupling to $\Lambda$ is $\tfrac12g_s(1-1+1-1)=0$, so it leaves $b_{1g}$ alone.

The $a_g$ level is affected. Let $G^2=(1+3\cos^2\beta)g_\sigma^2$ be the squared coupling of the raised $a_g$ combination to $\tfrac12(\chi_1+\chi_2+\chi_3+\chi_4)$. The s orbital, at energy $E_s>0$, couples to the same donor combination with strength $2g_s$. Eliminating both the s orbital and the donor combination gives

$$
E=\frac{G^2}{E+D+\dfrac{4g_s^2}{E_s-E}} .
$$

For $0<E<E_s$ the extra term enlarges the denominator, so the level is lower than without s. With $E_s=8.0$ eV and $g_s=g_\sigma$, the upper $a_g$ level falls from its finite-coupling value of $0.883$ eV to $0.667$ eV.

This shifts the crossing. Without s mixing and donor–donor coupling, the finite-coupling levels are the same increasing function of $3\sin^2\beta$ and of $1+3\cos^2\beta$, so they still cross at $54.74^\circ$. Lowering $a_g$ at that angle leaves $b_{1g}$ on top, and the crossing moves to a smaller bite. With the values above it moves to about $49^\circ$. In this respect the simple criterion is cautious when it selects $b_{1g}$, but at small bites it may select $a_g$ wrongly.

### Lone pairs that miss the metal

In a strained ring the donor lone pair need not point at the metal. Take a pure p orbital whose inner lobe leans by an angle $\delta$ in the plane. For donor 1 its direction is $-\mathbf n\cos\delta+\mathbf t\sin\delta$, and positive $\delta$ means that the lobe leans away from the bite partner. The first part couples through the sigma factor $\tfrac{\sqrt3}{2}\sin\beta$, the second through the in-plane pi factor $\cos\beta$. We assume that both couplings have the same sign, as the corresponding overlaps do when the d orbital is compact. By symmetry all four donors contribute equally:

$$
E=4\left[\tfrac{\sqrt3}{2}\cos\delta\sin\beta\sqrt{e_\sigma}
+\sin\delta\cos\beta\sqrt{e_\pi}\right]^2 ,
$$

with $e_\pi$ here meaning the squared sideways coupling of this same lone pair, divided by $D$.

With $e_\pi=0.10$ eV for this sideways coupling, a tilt of $10^\circ$ away from the partner raises the level by $0.046$ eV. The same tilt towards the partner lowers it by $0.163$ eV. The asymmetry has a plain origin. The factor $\cos\delta$ weakens the sigma coupling for either sense of tilt, while the pi term changes sign with $\delta$. For bites below $90^\circ$, where $\cos\beta>0$, they oppose each other for the outward tilt and act together for the inward tilt.

### Unequal, moving and twisted rings

If the two bites differ, each ring contributes two donors with its own angle, and

$$
E(b_{1g})=\tfrac32e_\sigma(\sin^2\beta_1+\sin^2\beta_2).
$$

The mixing with $a_g$ still vanishes, because the two donors of each ring cancel one another separately.

This gives the effect of thermal bending. Treat the bites as independent classical oscillators of stiffness $k$, so that the mean square deviation is $s^2=k_BT/k$. With $T=400$ K and $k=10$ eV/rad$^2$, $s=3.36^\circ$, or $0.0587$ rad. The derivative with respect to one bite is $\tfrac32e_\sigma\sin2\beta$. Two independent contributions add in squares, so the width is, to leading order,

$$
\sqrt2\cdot\tfrac32e_\sigma|\sin2\beta|\,s\approx0.060\ {\rm eV}.
$$

The second derivative with respect to one bite is $3e_\sigma\cos2\beta$. Half of it times $s^2$, summed over two bites, gives a mean shift of $3e_\sigma s^2\cos2\beta\approx-0.006$ eV. In this estimate bending broadens the level much more than it moves the mean. The classical treatment requires the vibrational quantum to be small compared with $k_BT$. For light donors this is not fulfilled here: if only oxygen or nitrogen donors at about $1.95$ Å move, the quantum is about as large as $k_BT$. The quantum-mechanical width is then about $0.063$ eV, close to the classical value, but about $0.045$ eV would remain at zero temperature. Much of the width is therefore zero-point motion and not an effect of heating.

Now turn the two ring planes about $x$ by $+\omega/2$ and $-\omega/2$. In every donor direction $n_y$ acquires the factor $\cos(\omega/2)$, while $n_x$ is unchanged. Since $F_{xy}=\sqrt3\,n_xn_y$, the energy of $d_{xy}$ becomes

$$
E=3e_\sigma\sin^2\beta\cos^2(\omega/2).
$$

Mixing remains absent. Over donors 1 to 4 the signs of $F_{xy}$ are $(+,-,+,-)$. Those of $F_{xz}$ are $(+,-,-,+)$ and those of $F_{yz}$ are $(+,+,-,-)$, while the $a_g$ factors are equal at all four donors. All products with the first pattern sum to zero. An angle $\omega=10^\circ$ between the ring planes lowers the level by $0.015$ eV.

### Bond length and spin–orbit coupling

The comparison between bite angles has held $e_\sigma$ fixed. A real change of ligand also changes the bond length. If $e_\sigma$ varies as the inverse sixth power of the length, an assumed steepness, a bond longer by 2% changes the level by $1.987\,(1.02^{-6}-1)=-0.223$ eV. That is nearly as much as closing the bite from $90^\circ$ to $70^\circ$. A measured difference between two chelates cannot be assigned to the angle until their bond lengths have been compared.

Spin–orbit coupling $\zeta\,\mathbf L\cdot\mathbf s$ mixes $d_{xy}$ with the lower levels. From $L_z=-i\,\partial/\partial\varphi$ one finds $L_zd_{xy}=-2i\,d_{x^2-y^2}$. From $L_x=-i(y\partial_z-z\partial_y)$ and $L_y=-i(z\partial_x-x\partial_z)$ one finds $L_xd_{xy}=i\,d_{xz}$ and $L_yd_{xy}=-i\,d_{yz}$. Each spin component contributes a factor $\tfrac14$ to the squared couplings, which are therefore $\zeta^2$ to $x^2-y^2$ and $\tfrac14\zeta^2$ to each of $xz$ and $yz$. All these levels lie below, so $b_{1g}$ moves up by an amount of order $\zeta^2$ divided by the level spacing. For $\zeta=0.10$ eV, diagonalization of the ten spin orbitals gives $+0.009$ eV.

### The model beside real precursors

The parameters were chosen in the rough regime of planar copper(II) bis-chelates used as vapour-deposition precursors. Four-membered rings have bites of roughly $70^\circ$, five-membered rings somewhat over $80^\circ$, and six-membered rings near $90^\circ$. The value $e_\sigma=0.75$ eV places the square-planar level at $2.25$ eV, a reasonable size for such ions, whose d–d absorption lies roughly around 2 eV. The values of $e_\pi$, $D$, $w$, $E_s$ and $k$ are round choices of plausible size and describe no particular compound. Real precursors also break the assumption that $e_\sigma$ stays the same from one ligand to the next: a bond-length change of 2% moves the result by about $0.2$ eV under the assumed power law. Pi bonding moves the spacing to $xz$ by a similar amount. The model says nothing about volatility or decomposition.

### Using the result in the calculation

For a planar nine-electron bis-chelate with nearly equal donors and a bite well inside the range from $55^\circ$ to $125^\circ$, start with the hole in the in-plane orbital that is odd under reflection in the plane containing $x$ and $z$. That is $b_{1g}$ in the axes used here. At $70^\circ$ the model leaves $0.974$ eV between it and the next level, more than any single shift estimated above. This is the second-order value; finite coupling in the orthogonal model reduces it to $0.691$ eV and keeps the order. The model is a poorer guide to the order and composition of the levels below $b_{1g}$, because s mixing and pi bonding shift them by different amounts. Near the crossing the margin vanishes, and there as well as outside the range the order may depend on the neglected terms. Both occupations should then be converged and their total energies compared, since electron repulsion and orbital relaxation are absent from the orbital model.

Most of the values for the example are given in the numerical output.

## Values computed for the example and the checks

```
largest error of 3 sin^2(beta) on grid: 2.2e-15
b1g/ag crossing angle: 54.74 deg
upper crossing angle: 125.26 deg
bite angle beta: 70 deg
e_sigma: 0.75 eV
sin^2(beta): 0.8830
angular factor 3 sin^2(beta): 2.6491
b1g energy: 1.987 eV
b1g energy converted: 16025 cm^-1
b1g energy at 90 deg: 2.250 eV
loss relative to 90 deg: 0.263 eV
upper ag energy: 1.013 eV
b1g minus upper ag: 0.974 eV
beta 50 deg: b1g 1.320 eV, upper ag 1.680 eV
beta 60 deg: b1g 1.687 eV, upper ag 1.313 eV
beta 80 deg: b1g 2.182 eV, upper ag 0.818 eV
beta 90 deg: b1g 2.250 eV, upper ag 0.750 eV
beta 100 deg: b1g 2.182 eV, upper ag 0.818 eV
Neglected effects at 70 deg
e_pi: 0.10 eV
in-plane pi shift of b1g: +0.047 eV
out-of-plane pi shift of xz: +0.268 eV
out-of-plane pi shift of yz: +0.132 eV
metal-donor gap D: 6.0 eV
b1g at finite coupling: 1.574 eV
finite-coupling shift: -0.413 eV
ratio 70/90 deg, second order: 0.883
ratio 70/90 deg, finite coupling: 0.903
donor-donor coupling: -0.30 eV
its shift of b1g (finite coupling): +0.053 eV
metal s level above d: 8.0 eV
upper ag, finite coupling, no s: 0.883 eV
upper ag, finite coupling, with s: 0.667 eV
spin-orbit constant: 0.10 eV
spin-orbit shift of b1g: +0.0086 eV
lone-pair tilt: 10 deg
shift, tilt away from partner: +0.046 eV
shift, tilt toward partner: -0.163 eV
angle between ring planes: 10 deg
twist shift of top level: -0.0151 eV
bond stretch: 2 %, assumed inverse power 6
stretch shift of b1g: -0.223 eV
temperature: 400 K
bite stiffness: 10 eV/rad^2
thermal rms bite change: 3.36 deg
thermal mean shift of b1g: -0.0059 eV
thermal rms width of b1g: 0.060 eV
```
